# First-Order Central-Cell Shifts of Hydrogenic Donor Levels: a program that tests the result

```python
"""
Result under test: a weak contact potential -g*delta(r) at a hydrogenic donor
shifts 1s, 2s and 2p in first order by -g/(pi a^3) times 1, 1/8 and 0.

Symbols: a = effective Bohr radius, Ry = effective Rydberg,
g = minus the volume integral of the core potential,
core potential = -depth * exp(-r^2/width^2).
Internal calculations use lengths in a and energies in Ry.
The independent check diagonalizes the full radial Hamiltonian.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import eigh
from scipy.special import gamma
from sympy.physics.hydrogen import R_nl

r_sym = sp.symbols("r", positive=True)
states = {"1s": (1, 0), "2s": (2, 0), "2p": (2, 1)}
radial_expr = {name: sp.simplify(R_nl(n, l, r_sym, 1))
               for name, (n, l) in states.items()}
radial = {name: sp.lambdify(r_sym, expr, "numpy")
          for name, expr in radial_expr.items()}


def gaussian_moment(power, exponent):
    """Integral of r^power exp(-exponent r^2) from zero to infinity."""
    return gamma((power + 1) / 2) / (2 * exponent ** ((power + 1) / 2))


def radial_levels(l, depth, width):
    """Lowest two levels of the full Hamiltonian in a Gaussian basis."""
    z = 0.003 * 2.0 ** np.arange(24)
    total = z[:, None] + z[None, :]
    overlap = gaussian_moment(2 * l + 2, total)
    kinetic = 2 * (2 * l + 3) * np.outer(z, z) / total * overlap
    coulomb = -2 * gaussian_moment(2 * l + 1, total)
    core = -depth * gaussian_moment(2 * l + 2, total + width ** -2)
    norm = 1 / np.sqrt(np.diag(overlap))
    scale = np.outer(norm, norm)
    return eigh((kinetic + coulomb + core) * scale, overlap * scale,
                eigvals_only=True, subset_by_index=[0, 1])


def level(name, depth, width):
    n, l = states[name]
    return radial_levels(l, depth, width)[n - l - 1]


def first_order(name, depth, width):
    """Expectation value of the finite-range core potential."""
    def integrand(r):
        return np.exp(-(r / width) ** 2) * radial[name](r) ** 2 * r ** 2
    return -depth * quad(integrand, 0, 10 * width, epsabs=1e-16,
                         epsrel=1e-11)[0]


# Density at the origin: normalized hydrogen functions against 1/(pi n^3).
for n in range(1, 6):
    expr = R_nl(n, 0, r_sym, 1)
    assert abs(float(sp.integrate(sp.expand(expr ** 2 * r_sym ** 2),
                                  (r_sym, 0, sp.oo))) - 1) < 1e-10
    density = float(sp.limit(expr, r_sym, 0) ** 2 / (4 * sp.pi))
    assert abs(density * np.pi * n ** 3 - 1) < 1e-10
assert sp.limit(radial_expr["2p"], r_sym, 0) == 0

# The unperturbed basis must reproduce the hydrogenic levels.
for name, (n, l) in states.items():
    assert abs(level(name, 0.0, 0.1) + 1 / n ** 2) < 1e-5

# Slopes of full eigenvalues in g, then extrapolation to zero range.
widths = np.array([0.05, 0.1, 0.2])
g_step = 0.01
slopes = {name: [] for name in states}
for width in widths:
    depth = g_step / (np.pi ** 1.5 * width ** 3)
    for name in states:
        slope = (level(name, depth, width)
                 - level(name, -depth, width)) / (2 * g_step)
        slopes[name].append(slope)
        if width > 0.07:
            expected = first_order(name, depth, width) / g_step
            # Remaining cubic response and basis error are below two percent.
            assert abs(slope / expected - 1) < 0.02
limits = {name: np.polyfit(widths, slopes[name], 2)[-1] for name in states}
# The quadratic extrapolation leaves a cubic range error of about 0.3 percent.
assert abs(limits["1s"] * np.pi + 1) < 0.01
assert abs(limits["2s"] * 8 * np.pi + 1) < 0.01
assert abs(limits["2p"] / limits["1s"]) < 1e-4

# Short-distance densities and the leading finite-range corrections.
for name, quadratic in (("1s", sp.Integer(2)), ("2s", sp.Rational(7, 4))):
    origin = sp.limit(radial_expr[name], r_sym, 0)
    series = sp.series((radial_expr[name] / origin) ** 2,
                       r_sym, 0, 3).removeO()
    assert sp.simplify(series - (1 - 2 * r_sym
                                + quadratic * r_sym ** 2)) == 0
small = 0.01
mean_x2 = gaussian_moment(4, small ** -2) / gaussian_moment(2, small ** -2)
small_shift = {name: first_order(name, 1.0, small) for name in states}
ratio_excess = small_shift["1s"] / (8 * small_shift["2s"]) - 1
# Five percent allows for the next power of range/radius.
assert abs(ratio_excess / (mean_x2 / 4) - 1) < 0.05
assert abs(small_shift["2p"] / small_shift["1s"] / (mean_x2 / 96) - 1) < 0.05

# Example inputs: rough oxide parameters and a chosen model core.
mass = 0.25
epsilon = 8.0
depth_mev = 1000.0
width_nm = 0.15
hydrogen_ry_mev = (const.physical_constants[
    "Rydberg constant times hc in eV"][0] * 1000)
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
ry = hydrogen_ry_mev * mass / epsilon ** 2
radius = bohr_nm * epsilon / mass
depth = depth_mev / ry
width = width_nm / radius
g_mev_nm3 = depth_mev * np.pi ** 1.5 * width_nm ** 3
density_1s = 1 / (np.pi * radius ** 3)
contact = {"1s": -g_mev_nm3 * density_1s,
           "2s": -g_mev_nm3 * density_1s / 8, "2p": 0.0}
finite = {name: ry * first_order(name, depth, width) for name in states}
full = {name: ry * (level(name, depth, width) - level(name, 0.0, width))
        for name in states}
full_ratio = full["1s"] / full["2s"]
strength = depth * width ** 2
assert abs(full_ratio / 8 - 1) < 0.05
assert abs(full["1s"] / contact["1s"] - 1) < 0.25
assert abs(full["2p"] / full["1s"]) < 1e-3

# Anisotropy: derivatives of normalized 2p functions give mean pz^2.
def pz2_parallel(c, r):
    derivative = np.exp(-r / 2) * (1 - r * c ** 2 / 2)
    return 2 * np.pi * r ** 2 * derivative ** 2 / (32 * np.pi)


def pz2_perpendicular(c, r):
    angular = (1 - c ** 2) * c ** 2 / 2
    return (2 * np.pi * r ** 4 * np.exp(-r) * angular / 4) / (32 * np.pi)


pz_parallel = dblquad(pz2_parallel, 0, 60, -1, 1)[0]
pz_perpendicular = dblquad(pz2_perpendicular, 0, 60, -1, 1)[0]
assert abs(pz_parallel - pz_perpendicular - 0.1) < 1e-6
anisotropy = 0.1
anisotropy_split = anisotropy * ry / 10

# Electric-field coupling and spatial size of the excited state.
dipole = abs(quad(lambda r: radial["2s"](r) * radial["2p"](r) * r ** 3,
                  0, 80)[0]) / np.sqrt(3)
mean_2s = quad(lambda r: radial["2s"](r) ** 2 * r ** 3, 0, 80)[0]
assert abs(dipole - 3) < 1e-7
assert abs(mean_2s - 6) < 1e-7
contact_split = abs(contact["2s"])
field_v_nm = contact_split / 1000 / (2 * 3 * radius)
coulomb_v_nm = const.e / (4 * np.pi * const.epsilon_0) * 1e9
charge_distance = np.sqrt(coulomb_v_nm / (epsilon * field_v_nm))

# Polaron mass: second-order phonon integral against the alpha/6 law.
def polaron_energy(k):
    def integrand(q):
        base = 1 + q ** 2
        return (np.log1p(2 * k * q / base)
                - np.log1p(-2 * k * q / base)) / (2 * k * q)
    return -quad(integrand, 0, np.inf, epsabs=1e-11, epsrel=1e-11)[0] / np.pi


k_test = 0.1
curvature = (polaron_energy(k_test) + 1) / k_test ** 2
assert abs(curvature * 6 + 1) < 0.01
phonon_mev = 70.0
epsilon_fast = 4.0
alpha = ((1 / epsilon_fast - 1 / epsilon)
         * np.sqrt(hydrogen_ry_mev * mass / phonon_mev))
polaron_change = ry * alpha / 6

# Rough environmental scales.
k_mev = const.k / const.e * 1000
mott_density = (0.25 / (radius * 1e-7)) ** 3
disorder_mev = 30.0

print(f"Input effective mass: {mass:.2f} electron masses")
print(f"Input static relative permittivity: {epsilon:.1f}")
print(f"Input core depth: {depth_mev:.0f} meV")
print(f"Input core width b: {width_nm:.2f} nm")
print(f"Effective Rydberg: {ry:.3f} meV")
print(f"Effective Bohr radius: {radius:.4f} nm")
print(f"Contact strength g: {g_mev_nm3:.3f} meV nm^3")
print(f"1s density at origin: {density_1s:.5f} nm^-3")
print(f"Core width / Bohr radius: {width:.4f}")
print(f"Core strength 2m W0 b^2/hbar^2: {strength:.4f}")
for name in states:
    print(f"{name} unperturbed energy: {-ry / states[name][0]**2:.3f} meV")
    print(f"{name} contact shift: {contact[name]:.5f} meV")
    print(f"{name} finite-range first-order shift: {finite[name]:.6f} meV")
    print(f"{name} all-order shift: {full[name]:.6f} meV")
print(f"Finite-range first-order 1s/2s: {finite['1s']/finite['2s']:.4f}")
print(f"All-order 1s/2s: {full_ratio:.4f}")
print(f"All-order 2p/1s: {full['2p']/full['1s']:.3e}")
print(f"Zero-range numerical 1s/2s: {limits['1s']/limits['2s']:.4f}")
print(f"Zero-range numerical 2p/1s: {limits['2p']/limits['1s']:.2e}")
print(f"Unperturbed 1s-2s and 1s-2p line: {0.75*ry:.3f} meV")
print(f"Contact 1s-2s line: {0.75*ry+contact['2s']-contact['1s']:.3f} meV")
print(f"Contact 1s-2p line: {0.75*ry-contact['1s']:.3f} meV")
print(f"Contact 2s-2p splitting: {contact_split:.5f} meV")
print(f"Input anisotropy eta (rough): {anisotropy:.2f}")
print(f"Anisotropic 2p splitting: {anisotropy_split:.3f} meV")
print(f"Field with coupling = half splitting: {10*field_v_nm:.3e} MV/cm")
print(f"Distance of one charge giving that field: {charge_distance:.1f} nm")
print(f"Mean 2s radius: {mean_2s*radius:.2f} nm")
print(f"Input phonon energy (rough): {phonon_mev:.0f} meV")
print(f"Input high-frequency permittivity (rough): {epsilon_fast:.1f}")
print(f"Polaron coupling alpha: {alpha:.3f}")
print(f"Rydberg / phonon energy: {ry/phonon_mev:.3f}")
print(f"Polaron mass effect on Rydberg: {polaron_change:.2f} meV")
print(f"Thermal energy at 10 K: {10*k_mev:.3f} meV")
print(f"Thermal energy at 300 K: {300*k_mev:.2f} meV")
print(f"Mott density, rough rule: {mott_density:.2e} cm^-3")
print(f"Input amorphous disorder (rough): {disorder_mev:.0f} meV")
print(f"Disorder / contact 1s shift: {disorder_mev/abs(contact['1s']):.1f}")
print("finished without a failed check")
```

Printed output:

```
Input effective mass: 0.25 electron masses
Input static relative permittivity: 8.0
Input core depth: 1000 meV
Input core width b: 0.15 nm
Effective Rydberg: 53.147 meV
Effective Bohr radius: 1.6934 nm
Contact strength g: 18.793 meV nm^3
1s density at origin: 0.06555 nm^-3
Core width / Bohr radius: 0.0886
Core strength 2m W0 b^2/hbar^2: 0.1476
1s unperturbed energy: -53.147 meV
1s contact shift: -1.23196 meV
1s finite-range first-order shift: -1.012283 meV
1s all-order shift: -1.095084 meV
2s unperturbed energy: -13.287 meV
2s contact shift: -0.15399 meV
2s finite-range first-order shift: -0.126172 meV
2s all-order shift: -0.135314 meV
2p unperturbed energy: -13.287 meV
2p contact shift: 0.00000 meV
2p finite-range first-order shift: -0.000132 meV
2p all-order shift: -0.000134 meV
Finite-range first-order 1s/2s: 8.0230
All-order 1s/2s: 8.0929
All-order 2p/1s: 1.220e-04
Zero-range numerical 1s/2s: 7.9958
Zero-range numerical 2p/1s: -1.76e-05
Unperturbed 1s-2s and 1s-2p line: 39.860 meV
Contact 1s-2s line: 40.938 meV
Contact 1s-2p line: 41.092 meV
Contact 2s-2p splitting: 0.15399 meV
Input anisotropy eta (rough): 0.10
Anisotropic 2p splitting: 0.531 meV
Field with coupling = half splitting: 1.516e-04 MV/cm
Distance of one charge giving that field: 109.0 nm
Mean 2s radius: 10.16 nm
Input phonon energy (rough): 70 meV
Input high-frequency permittivity (rough): 4.0
Polaron coupling alpha: 0.871
Rydberg / phonon energy: 0.759
Polaron mass effect on Rydberg: 7.72 meV
Thermal energy at 10 K: 0.862 meV
Thermal energy at 300 K: 25.85 meV
Mott density, rough rule: 3.22e+18 cm^-3
Input amorphous disorder (rough): 30 meV
Disorder / contact 1s shift: 24.4
finished without a failed check
```
